# Thermal vibration and the width of Bragg peaks in a harmonic crystal: a program that tests the result

```python
"""
Result under test: in a 3D classical harmonic crystal thermal motion multiplies
each Bragg peak by exp(-2W) and leaves its size-limited width unchanged for a
large crystal; the lost weight becomes diffuse scattering. A 1D chain broadens.

Units: lattice constant a = 1, wave numbers in 1/a.
t     = kT/(K a^2), K = nearest-neighbour spring, equal for all components
g(R)  = mean square of the difference of one displacement component, for t = 1
c(R)  = displacement correlation of one component, for t = 1
S(Q)  = scattered intensity per atom;  2W = Q^2 t c(0)
L     = atoms along one edge;  share = S(G)/N, equal to 1 for a static crystal
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import gamma, ive

t_hot = 0.01
order = 2
G = 2 * np.pi * order

# ---------- correlations of the infinite lattices ----------
n_max = 64
step = 0.1
s = np.linspace(-20.0, 16.0, 361)
time = np.exp(s)
weight = step * time
weight[[0, -1]] *= 0.5
bessel = ive(np.arange(n_max)[:, None], 2 * time[None, :])
pairs = bessel[:, None, :] * bessel[None, :, :] * weight
c3 = (pairs.reshape(-1, len(s)) @ bessel.T).reshape((n_max,) * 3)
c3 += 2 * (4 * np.pi) ** -1.5 / np.sqrt(time[-1])      # tail of the integral
g3 = 2 * (c3[0, 0, 0] - c3)
g2 = 2 * np.sum(bessel[0] ** 2 * weight
                - pairs / 1.0, axis=-1)
g1 = np.arange(2000.0)
c0 = c3[0, 0, 0]

watson = (np.sqrt(6) / (32 * np.pi**3) * gamma(1 / 24) * gamma(5 / 24)
          * gamma(7 / 24) * gamma(11 / 24)) / 6
assert abs(c0 - watson) < 1e-6
assert abs(g3[1, 0, 0] - 1 / 3) < 1e-6       # equipartition per bond
assert abs(g2[1, 0] - 1 / 2) < 1e-6
tail_ratio = c3[40, 0, 0] * 4 * np.pi * 40
assert abs(tail_ratio - 1) < 0.01
log_slope = (g2[32, 0] - g2[16, 0]) / np.log(2)
assert abs(log_slope * np.pi - 1) < 0.01

# free chain: correlations from the inverse of its force matrix
n_chain = 30
force = 2 * np.eye(n_chain) - np.eye(n_chain, k=1) - np.eye(n_chain, k=-1)
force[0, 0] = force[-1, -1] = 1
inverse = np.linalg.pinv(force)
diag = np.diag(inverse)
g_free = diag[:, None] + diag[None, :] - 2 * inverse
index = np.arange(n_chain)
assert np.allclose(g_free, abs(index[:, None] - index[None, :]), atol=1e-8)


# ---------- peak profiles of blocks cut from infinite lattices ----------
def block_intensity(Q, L, g, t):
    """S(Q) for Q along x and a block with L atoms along each edge."""
    n = np.arange(L)
    w = (1 - n / L) * np.where(n == 0, 1, 2)
    f = np.exp(-0.5 * Q**2 * t * g[(slice(0, L),) * g.ndim])
    while f.ndim > 1:
        f = f @ w
    return np.sum(w * np.cos(Q * n) * f)


def full_width(L, g, t):
    half = 0.5 * block_intensity(G, L, g, t)
    right = brentq(lambda q: block_intensity(G + q, L, g, t) - half, 0, np.pi)
    left = brentq(lambda q: block_intensity(G - q, L, g, t) - half, 0, np.pi)
    return right + left


sizes = (16, 32, 64)
lattices = {1: g1, 2: g2, 3: g3}
cold = {L: full_width(L, g1, 0.0) for L in sizes}
hot = {(d, L): full_width(L, lattices[d], t_hot)
       for d in lattices for L in sizes}
share = {(d, L): block_intensity(G, L, lattices[d], t_hot) / L**d
         for d in lattices for L in sizes}
excess = {L: hot[3, L] / cold[L] - 1 for L in sizes}
debye_waller = np.exp(-G**2 * t_hot * c0)
assert 0 < excess[64] < excess[32] < excess[16] < 0.01
assert 0.4 < excess[64] / excess[32] < 0.6
assert abs(share[3, 64] / debye_waller - 1) < 0.01

# plane: power-law loss of the peak, width still proportional to 1/L
eta = G**2 * t_hot / (2 * np.pi)
eta_blocks = np.log2(share[2, 32] / share[2, 64])
assert abs(eta_blocks - eta) < 0.01
assert abs(hot[2, 64] / cold[64] - hot[2, 32] / cold[32]) < 0.01

# chain: closed profile against the explicit sum, and the limiting width
n = np.arange(1, 2000)
for q in (0.0, 0.3, 1.0, 2.5):
    kappa_q = 0.5 * (G + q) ** 2 * t_hot
    explicit = 1 + 2 * np.sum(np.cos((G + q) * n) * np.exp(-kappa_q * n))
    closed = np.sinh(kappa_q) / (np.cosh(kappa_q) - np.cos(q))
    assert abs(explicit - closed) < 1e-8
kappa = 0.5 * G**2 * t_hot
chain_width = full_width(2000, g1, t_hot)
chain_formula = 2 * np.arccos(2 - np.cosh(kappa))
assert abs(chain_width / chain_formula - 1) < 0.03   # Q varies across the peak

# ---------- periodic box: prediction from the normal modes ----------
L_box = 12
N = L_box**3
k = 2 * np.pi * np.arange(L_box) / L_box
one = 2 * (1 - np.cos(k))
lam = one[:, None, None] + one[None, :, None] + one[None, None, :]
lam[0, 0, 0] = np.inf                                 # uniform shift left out
c_box = np.fft.ifftn(1 / lam).real
g_box = 2 * (c_box[0, 0, 0] - c_box).ravel()
sites = np.indices((L_box,) * 3).reshape(3, -1)
m = np.arange(-L_box // 2, L_box // 2 + 1)
q_axis = 2 * np.pi * m / L_box
mid = L_box // 2


def predicted_map(t):
    result = np.empty((len(m),) * 3)
    qy, qz = [v.ravel() for v in np.meshgrid(q_axis, q_axis, indexing="ij")]
    for i, qx in enumerate(q_axis):
        Q2 = (G + qx) ** 2 + qy**2 + qz**2
        phase = (qx * sites[0] + qy[:, None] * sites[1]
                 + qz[:, None] * sites[2])
        terms = np.cos(phase) * np.exp(-0.5 * t * Q2[:, None] * g_box)
        result[i] = terms.sum(axis=1).reshape(len(m), len(m))
    return result


def one_phonon(t):
    """Leading diffuse term one grid step from G, at right angles to G."""
    q = q_axis[mid + 1]
    Q2 = G**2 + q**2
    return (np.exp(-Q2 * t * c_box[0, 0, 0]) * Q2 * t
            / (2 * (1 - np.cos(q))))


S_theory = predicted_map(t_hot)
S_cool = predicted_map(t_hot / 10)
assert abs(S_cool[mid, mid + 1, mid] / one_phonon(t_hot / 10) - 1) < 0.02

# ---------- periodic box: simulation from the spring forces alone ----------
rng = np.random.default_rng(7)
parity = np.indices((L_box,) * 3).sum(axis=0) % 2
colours = (parity == 0, parity == 1)
alpha = -0.54                       # over-relaxation, keeps Boltzmann weights
noise = np.sqrt((1 - alpha**2) * t_hot / 6)


def sweep(u):
    for colour in colours:
        mean = sum(np.roll(u, shift, axis)
                   for axis in (1, 2, 3) for shift in (1, -1)) / 6
        trial = (mean + alpha * (u - mean)
                 + noise * rng.standard_normal(u.shape))
        u = np.where(colour, trial, u)
    return u


u = np.zeros((3, L_box, L_box, L_box))
for _ in range(100):
    u = sweep(u)
snapshots = 1000
S_sim = np.zeros((len(m),) * 3)
mean_square = 0.0
mean_amplitude = 0.0
for _ in range(snapshots):
    for _ in range(4):
        u = sweep(u)
    u = u - u.mean(axis=(1, 2, 3), keepdims=True)
    position = sites + u.reshape(3, -1)
    ex = np.exp(1j * np.outer(G + q_axis, position[0]))
    ey = np.exp(1j * np.outer(q_axis, position[1]))
    ez = np.exp(1j * np.outer(q_axis, position[2]))
    exy = (ex[:, None, :] * ey[None, :, :]).reshape(-1, N)
    amplitude = (exy @ ez.T).reshape((len(m),) * 3)
    S_sim += np.abs(amplitude) ** 2 / N / snapshots
    mean_square += np.mean(u**2) / snapshots
    mean_amplitude += amplitude[mid, mid, mid] / N / snapshots

ratio = S_sim / S_theory
scatter = np.sqrt(np.mean((ratio - 1) ** 2))
assert abs(ratio.mean() - 1) < 0.01
assert scatter < 0.05               # random error is about 1/sqrt(snapshots)
msd_theory = t_hot * c_box[0, 0, 0]
assert abs(mean_square / msd_theory - 1) < 0.02
bragg_theory = np.exp(-G**2 * msd_theory)
bragg_sim = abs(mean_amplitude) ** 2
assert abs(bragg_sim / bragg_theory - 1) < 0.01

edge = np.ones(len(m))
edge[[0, -1]] = 0.5                 # zone-boundary points are shared
zone_weight = edge[:, None, None] * edge[None, :, None] * edge[None, None, :]
zone_sim = np.sum(zone_weight * S_sim) / N
zone_theory = np.sum(zone_weight * S_theory) / N
peak_sim = S_sim[mid, mid, mid] / N
near = slice(mid - 1, mid + 2)
near_sim = S_sim[near, near, near].sum() / N - peak_sim
assert abs(zone_sim / zone_theory - 1) < 0.01
assert abs(zone_sim - 1) < 0.03
side_sim = np.mean([S_sim[mid, mid + 1, mid], S_sim[mid, mid - 1, mid],
                    S_sim[mid, mid, mid + 1], S_sim[mid, mid, mid - 1]])

# ---------- output ----------
print(f"t = kT/(K a^2): {t_hot}")
print(f"G of the ({order},0,0) reflection: {G:.4f} 1/a")
print(f"c(0)/t, infinite 3D lattice: {c0:.6f} a^2")
print(f"rms displacement per component: {np.sqrt(t_hot * c0):.5f} a")
print(f"2W: {G**2 * t_hot * c0:.4f}; exp(-2W): {debye_waller:.4f}")
print(f"c(R) * 4 pi R / t at R = 40 a: {tail_ratio:.5f}")
print(f"Simulated box: {L_box}^3 = {N} atoms, {snapshots} snapshots")
print(f"mean square u_x: simulation {mean_square:.6f} a^2")
print(f"mean square u_x: mode sum   {msd_theory:.6f} a^2")
print(f"Bragg factor from mean amplitude: {bragg_sim:.4f}")
print(f"Bragg factor exp(-2W) of the box: {bragg_theory:.4f}")
print(f"share of intensity at G, simulation: {peak_sim:.4f}")
print(f"share at all other points of the zone: {zone_sim - peak_sim:.4f}")
print(f"share at the 26 points next to G: {near_sim:.4f}")
print(f"zone average of S: simulation {zone_sim:.4f}")
print(f"zone average of S: formula    {zone_theory:.4f}")
print(f"mean of simulation/formula over zone: {ratio.mean():.4f}")
print(f"rms scatter of that ratio: {scatter:.4f}")
print(f"S at G, simulation: {S_sim[mid, mid, mid]:.1f}")
print(f"S one grid step beside G, simulation: {side_sim:.3f}")
print(f"same, full formula: {S_theory[mid, mid + 1, mid]:.3f}")
print(f"same, one-phonon term: {one_phonon(t_hot):.3f}")
print("Blocks: full width at half height in 1/a")
for L in sizes:
    print(f"L={L}: cold {cold[L]:.5f}, hot 3D {hot[3, L]:.5f}, "
          f"2D {hot[2, L]:.5f}, 1D {hot[1, L]:.5f}")
for L in sizes:
    print(f"L={L}: relative broadening in 3D {100 * excess[L]:.4f} %")
for L in sizes:
    print(f"L={L}: share S(G)/N: 3D {share[3, L]:.4f}, "
          f"2D {share[2, L]:.4f}, 1D {share[1, L]:.4f}")
print(f"2D exponent eta: formula {eta:.4f}, blocks {eta_blocks:.4f}")
print(f"1D kappa: {kappa:.4f}")
print(f"1D width, 2000 atoms: {chain_width:.4f} 1/a")
print(f"1D width, closed form at fixed kappa: {chain_formula:.4f} 1/a")
print("Temperature series: exp(-2W), 3D width L=32, 1D width 2000 atoms")
for t in (0.0025, 0.005, 0.01):
    print(f"t={t}: {np.exp(-G**2 * t * c0):.4f}, "
          f"{full_width(32, g3, t):.5f} 1/a, {full_width(2000, g1, t):.4f} 1/a")
print("finished without a failed check")
```

Output:

```
t = kT/(K a^2): 0.01
G of the (2,0,0) reflection: 12.5664 1/a
c(0)/t, infinite 3D lattice: 0.252731 a^2
rms displacement per component: 0.05027 a
2W: 0.3991; exp(-2W): 0.6709
c(R) * 4 pi R / t at R = 40 a: 1.00016
Simulated box: 12^3 = 1728 atoms, 1000 snapshots
mean square u_x: simulation 0.002341 a^2
mean square u_x: mode sum   0.002339 a^2
Bragg factor from mean amplitude: 0.6909
Bragg factor exp(-2W) of the box: 0.6911
share of intensity at G, simulation: 0.6910
share at all other points of the zone: 0.3194
share at the 26 points next to G: 0.0363
zone average of S: simulation 1.0104
zone average of S: formula    1.0103
mean of simulation/formula over zone: 1.0003
rms scatter of that ratio: 0.0311
S at G, simulation: 1194.0
S one grid step beside G, simulation: 4.236
same, full formula: 4.182
same, one-phonon term: 4.078
Blocks: full width at half height in 1/a
L=16: cold 0.34848, hot 3D 0.34943, 2D 0.37460, 1D 1.82754
L=32: cold 0.17402, hot 3D 0.17425, 2D 0.18699, 1D 1.73872
L=64: cold 0.08698, hot 3D 0.08704, 2D 0.09346, 1D 1.69820
L=16: relative broadening in 3D 0.2730 %
L=32: relative broadening in 3D 0.1353 %
L=64: relative broadening in 3D 0.0675 %
L=16: share S(G)/N: 3D 0.6810, 2D 0.4123, 1D 0.1546
L=32: share S(G)/N: 3D 0.6759, 2D 0.3460, 1D 0.0803
L=64: share S(G)/N: 3D 0.6734, 2D 0.2906, 1D 0.0409
2D exponent eta: formula 0.2513, blocks 0.2517
1D kappa: 0.7896
1D width, 2000 atoms: 1.6613 1/a
1D width, closed form at fixed kappa: 1.6684 1/a
Temperature series: exp(-2W), 3D width L=32, 1D width 2000 atoms
t=0.0025: 0.9050, 0.17408 1/a, 0.3969 1/a
t=0.005: 0.8191, 0.17414 1/a, 0.7996 1/a
t=0.01: 0.6709, 0.17425 1/a, 1.6613 1/a
finished without a failed check
```
